Frenkel and charge-transfer excitons from the Bethe-Salpeter equation, part 2

Frenkel and charge-transfer (CT) excitons are derived from the static GW-BSE for identical, parallel, centrosymmetric closed-shell molecules. Orbitals are real, formulas in atomic units; i, j are occupied, a, b virtual, p, q, r, s any orbital. (pq|rs) is a bare Coulomb integral; (pq|W|rs) contains the static screened interaction W. In the Tamm-Dancoff approximation (TDA), A X = E X, with s = 1 for singlets and 0 for triplets:

A_{ia,jb} = δ_ij H_ab − δ_ab H_ij + 2s (ia|jb) − (ij|W|ab)   (1)

H is the COHSEX matrix, F the Fock matrix, W_p the screening part of W:

H_pq = F_pq + ½ Σ_r η_r (pr|W_p|rq),  η_r = −1 (occupied), +1 (virtual)

(pq|W_p|rs) = −4 Σ (pq|ia) [(Δ₀+4V)⁻¹]_{ia,jb} (jb|rs)

with V_{ia,jb} = (ia|jb), (Δ₀)_{ia,jb} = δ_ij F_ab − δ_ab F_ij.

Orbitals are localized on molecules; h_m, l_m are the HOMO and LUMO of molecule m. S denotes intermolecular overlaps, S_h and S_l those of the parent HOMOs and LUMOs. On one site, E_g = H_ll − H_hh, W₀ = (hh|W|ll), K₀ = (hl|hl). The molecular excitation is |m⟩ = Σ X_ia |i_m a_m⟩, with X the monomer eigenvector of energy E₀ and ⟨m|A|m⟩ = E₀ + D_m. Its transition density is ρ = √2 Σ X_ia φ_iφ_a (singlet), ρ = 0 (triplet). Frenkel states couple by

J₁₂ = 2s (h₁l₁|h₂l₂) − (h₁h₂|W|l₁l₂)   (4)

for the HOMO-LUMO pair alone, and in general by

J₁₂ = s (ρ₁|ρ₂) + J_W,  J_W = −Σ X_ia X_jb (i₁j₂|W|a₁b₂)   (5)

For molecules a distance R apart along the unit vector n,

(ρ₁|ρ₂) = [μ² − 3(μ·n)²]/R³ − (1/3) μ_a O_bcd T_abcd + O(R⁻⁷)   (6)

with μ_a = ∫u_aρ, O_bcd = ∫u_bu_cu_dρ, T_abcd = ∂_a∂_b∂_c∂_d(1/R).

The example is the π→π* excitation of ethylene in STO-3G: molecule in the xy plane, C=C and μ along x, cofacial stacks along z, head-to-tail dimers along x. "Tested" refers to checks in the program behind the numbers.

**(f) Find the energy of a CT pair and its coupling to the Frenkel pairs, then eliminate the CT pairs of a cofacial dimer to obtain an effective Frenkel coupling. State when the elimination is valid.**

*Solution.* For i = j = h₁, a = b = l₂,

E_CT = H_{l₂l₂} − H_{h₁h₁} − (h₁h₁|W|l₂l₂) + 2s(h₁l₂|h₁l₂)

The exchange term now contains two intersite densities and is O(S²), so CT singlets and triplets are degenerate at large R. The roles of part (d) are reversed: here the direct term is the long-ranged one. Its bare part couples two unit charges, 1/R, with quadrupole corrections of order R⁻³. In its W_p part, consider pairs ia, jb on molecule 1. The integral (h₁h₁|ia) of order R⁰ needs a density ia even under inversion, which has neither charge nor dipole, so its partner (jb|l₂l₂) is O(R⁻³); the same holds for molecule 2. Terms with ia and jb on different molecules carry an intersite element of (Δ₀+4V)⁻¹, which is O(R⁻³) or smaller. The one-body part H_{l₂l₂} − H_{h₁h₁} differs from E_g in two ways: through the electrostatic potential of the neutral centrosymmetric neighbour, whose R⁻³ part is the same for both orbitals and cancels in the difference, and through the neighbour's share of W_p in the COHSEX sum, where a charge couples twice to dipolar pairs, O(R⁻⁴). Hence, for a dimer in vacuum,

E_CT = E_g − 1/R + O(R⁻³)   (7)

Two molecules do not make a dielectric. In a crystal the surrounding molecules supply the screening that turns the long-range attraction into 1/(εR); that case is not computed here. At 16 Å, 18.613 − 0.900 = 17.713 eV, and the CT eigenvalues of the complete matrix are 17.7149 eV for both spins, 1.9 meV above 17.7130 eV, or 0.2% of 1/R.

Moving one particle leaves one delta alive in (1):

t_e = ⟨h₁l₁|A|h₁l₂⟩ = H_{l₁l₂} − (h₁h₁|W|l₁l₂) + 2s(h₁l₁|h₁l₂)

t_h = ⟨h₁l₁|A|h₂l₁⟩ = −H_{h₁h₂} − (h₁h₂|W|l₁l₁) + 2s(h₁l₁|h₂l₁)

Each term contains one intersite product and is O(S). The CT-CT element 2s(h₁l₂|h₂l₁) − (h₁h₂|W|l₂l₁) is O(S²) and is dropped beside the CT-Frenkel gap. The reflection through the midplane of the stack maps h₁ ↔ −h₂ and l₁ ↔ −l₂, because π orbitals are odd under reflection in the molecular plane. The signs cancel in a pair, so |h₁l₁⟩ ↔ |h₂l₂⟩ and |h₁l₂⟩ ↔ |h₂l₁⟩, and therefore ⟨h₂l₂|A|h₂l₁⟩ = t_e and ⟨h₂l₂|A|h₁l₂⟩ = t_h. With F± = (h₁l₁ ± h₂l₂)/√2 and C± = (h₁l₂ ± h₂l₁)/√2,

⟨F±|A|C±⟩ = ½[t_e ± t_h ± t_h + t_e] = t_e ± t_h

and opposite parities do not mix. Let J = J₁₂, E_F the Frenkel diagonal element and Δ = E_CT − E_F > 0. Each parity is a 2×2 problem with diagonal elements E_F ± J and E_F + Δ. Measured from E_F ± J, with gap G± = Δ ∓ J and coupling V± = t_e ± t_h, the secular equation is x(x − G±) = V±², whose lower root gives

E± = E_F ± J + G±/2 − √(G±²/4 + V±²)   (8)

For |V±| ≪ G± the root expands as G±/2 + V±²/G±, and for |J| ≪ Δ the gap is Δ. Then E± = E_F ± J − (t_e ± t_h)²/Δ, and expanding the square,

E± = E_F − (t_e² + t_h²)/Δ ± (J + J_SE),  J_SE = −2t_e t_h/Δ   (9)

This superexchange moves the electron and then the hole, or the reverse; the two orders give the factor 2. It is O(S²), like J_W, and acts on both spins. It needs |t_e ± t_h| ≪ Δ and |J| ≪ Δ.

Triplet, 3.5 Å: J_SE = −2(239.14)(−338.65)/8319 = 19.47 meV, and J_W + J_SE = −0.53 + 19.47 = 18.94 meV. The half-splitting (E₊ − E₋)/2 is 18.84 meV from the 4×4 matrix and 18.6 meV from the complete BSE. At 4 Å, J_SE = −2(73.19)(−112.90)/8794 = 1.879 meV, the sum is 1.826 meV, and the two references are 1.825 and 1.79 meV. In this basis equation (9) is within about 2% of the complete result at both distances. At these two distances superexchange exceeds |J_W| by a factor of about 36 and has the opposite sign, so the triplet coupling is not the direct term alone. The sizes and the close agreement belong to the minimal basis. In 6-31G at 3.5 Å, J_W = −3.0 meV and J_SE = 163 meV against a complete half-splitting of 89 meV: superexchange still dominates, but (9) built from the HOMO and LUMO alone is then about 80% too large.

For the singlet, |h₁l₁⟩ is replaced by |1⟩ of part (c), which has the same mirror property. The on-site exchange has lifted the Frenkel level towards a CT level that it hardly affects, so Δ is much smaller: 1.426 eV against 8.794 eV at 4 Å. There J_SE = −2(74.73)(−98.14)/1426 = 10.29 meV, and 173.496 + 10.286 = 183.782 meV lies 0.5% above the complete half-splitting, 182.82 meV (tested within 10%). At 3.5 Å equation (9) fails: 261.738 + 149.875 = 411.613 meV is 14% above the complete value 359.66 meV. Both conditions are broken, since |V₋|/Δ = 536.21/950 = 0.56 and J/Δ = 0.28. Equation (8), evaluated by hand from the printed inputs, gives in meV

G₊ = 688.3, V₊ = −52.21: 344.13 − √(344.13² + 52.21²) = −3.9

G₋ = 1211.7, V₋ = 536.21: 605.87 − √(605.87² + 536.21²) = −203.2

half-splitting = 261.7 + (−3.9 + 203.2)/2 = 361.4

which is 0.5% above the complete value. For the half-splitting in STO-3G, the failure is therefore that of the second-order expansion and not of the four-state basis. In 6-31G the four states do less well at this distance: they give 667 meV against the complete 702 meV and miss the two levels by 0.14 and 0.21 eV. In the 2×2 problem the lower singlet has the CT weight 203.2²/(203.2² + 536.21²) = 0.13, so the CT pairs must be kept explicitly at this distance. The agreement concerns energies only: in the complete BSE this state also holds an admixture of similar size from other on-site excitations, which the four states leave out.

**(g) Assemble the Frenkel Hamiltonian. Find the levels and dipole strengths of a dimer, the levels of a linear trimer, and the band of an infinite stack with dipole coupling.**

*Solution.* Projecting A on the states |m⟩ and folding in the CT pairs by (9) gives

H_F = Σ_m E_m |m⟩⟨m| + Σ_{m≠n} J_mn |m⟩⟨n|   (10)

E_m = E₀ + D_m + O(S²),  J_mn = s(ρ_m|ρ_n) + J_W + J_SE

with E₀ = E_g − W₀ + 2sK₀ in the two-orbital model. Equation (10) leaves out CT pairs built from other orbitals and the coupling, induced by the neighbours, of |m⟩ to other excitations of its own molecule. It also leaves out other excitations β of the neighbour, coupled to |m⟩ by V_β = s(ρ_m|ρ_β), at most O(R⁻³). In a dimer each of the two combinations below couples with strength |V_β| to one combination of the β states, so both shift by −V_β²/(E_β − E₀) at second order, O(R⁻⁶), and the splitting is untouched at that order. This needs |V_β| ≪ |E_β − E₀|; close-lying molecular states require several states per site.

*Dimer.* The states |±⟩ = (|1⟩ ± |2⟩)/√2 have energies E ± J. Transition densities add linearly, so μ± = (μ ± μ)/√2 for parallel molecules and the dipole strengths are 2μ² and 0. The bright in-phase state is the upper one for J > 0 (H aggregate) and the lower one for J < 0 (J aggregate). At 16 Å cofacial the strengths from the complete BSE are 1.9984μ² and zero to numerical precision, with the bright state above. The singlet half-splittings at 5, 8 and 16 Å are 87.582, 21.016 and 2.607 meV, against (ρ₁|ρ₂) = 87.501, 21.014 and 2.607 meV, a difference of 0.1% at 5 Å. The triplet half-splitting is 6.59×10⁻³ meV at 5 Å, and at 8 and 16 Å it is at the rounding level of the diagonalization (tested to be below 10⁻³ of the singlet value). Head to tail at 16 Å, (6) gives −5.2005 + 0.0211 = −5.1794 meV and the complete BSE −5.1785 meV, which is −1.99 times the cofacial value. The singlet site shift D is −0.093 meV at 8 Å, 0.4% of J.

*Trimer.* With equal spacing, D neglected and energies measured from E₀, the matrix has J₁ between neighbours and J₂ between the ends. The vector (1,0,−1)/√2 is an eigenvector with eigenvalue −J₂. In the basis (1,0,1)/√2, (0,1,0) the block has diagonal J₂, 0 and off-diagonal √2J₁, so x(x − J₂) = 2J₁² and

x = J₂/2 ± √(J₂²/4 + 2J₁²)

At 10 Å spacing, (6) with monomer moments gives J₁ = 10.7177 and J₂ = 1.3334 meV. Then √(0.4445 + 229.738) = 15.172, and the levels are −14.505, −1.333 and 15.838 meV. The complete BSE of the three molecules gives −14.586, −1.365 and 15.758 meV. The deviations are −0.081, −0.032 and −0.080 meV, at most 0.8% of J₁. All are negative, like the printed dimer values of D; their assignment to D_m and to the second-order shift from the β states is a conjecture.

*Stack.* For spacing R and J_n = J₁/n³, the Bloch state Σ_m e^{ikmR}|m⟩ is an eigenstate, since H_F acting on it multiplies each amplitude by E + Σ_{n≠0} J_|n| e^{iknR}:

E(k) = E + 2J₁ Σ_{n≥1} cos(nkR)/n³

At k = 0 the sum is ζ(3). At k = π/R it is Σ(−1)ⁿ/n³ = −ζ(3) + 2Σ_{n even}n⁻³ = −ζ(3) + 2ζ(3)/8 = −(3/4)ζ(3). These points give E + 2ζ(3)J₁ = E + 2.4041J₁ and E − (3/2)ζ(3)J₁ = E − 1.8031J₁, and the extreme eigenvalues of a ring of 400 sites are tested to agree with them. The band is asymmetric, unlike the nearest-neighbour band ±2J₁. For the dipole value J₁ = 10.651 meV the edges are +25.6 and −19.2 meV and the width is 44.8 meV; only k = 0 has a total transition dipole. In three dimensions the number of sites in a shell grows as R²dR, so the sum over R⁻³ is not absolutely convergent and E(k→0) depends on the direction of k relative to μ.

**(h) Remove the Tamm-Dancoff approximation and find the singlet coupling to first order in the intersite interaction.**

*Solution.* The full problem couples excitation amplitudes X to de-excitation amplitudes Y,

A X + B Y = ω X,  B X + A Y = −ω Y,  XᵀX − YᵀY = 1

B_{ia,jb} = 2s(ia|jb) − (ib|W|ja)

In compact form M z = ω N z with z = (X,Y), M = [[A,B],[B,A]] symmetric, N = diag(1,−1) and zᵀNz = 1. Varying M gives δM z + M δz = δω N z + ω N δz. Multiplying by zᵀ and using zᵀM = ω zᵀN cancels the terms in δz:

δω = zᵀδM z = XᵀδA X + YᵀδA Y + 2XᵀδB Y

For ia on site 1 and jb on site 2, the direct term of B is (i₁b₂|W|j₂a₁), a product of two intersite densities, O(S²). At order S⁰ the intersite blocks of A and B are both κ = 2(ia|jb) for singlets, so δω = (X+Y)ᵀκ(X+Y). Symmetry fixes the correct zeroth-order vectors of the degenerate dimer as (z₁ ± z₂)/√2. Since κ only connects different sites, the two cross terms, each with weight ±½, give

δω± = ±(ρ̃₁|ρ̃₂),  ρ̃ = √2 Σ (X+Y)_ia φ_iφ_a

ρ̃ is the transition density of the full monomer BSE, so (6) holds with the moments of ρ̃.

With one pair per site the result is closed. The ± combinations have the numbers A ± J and B ± J. Adding and subtracting the two equations gives (A+B±2J)(X+Y) = ω(X−Y) and (A−B)(X−Y) = ω(X+Y), hence

ω±² = (A−B)(A+B ± 2J)

ω± = ω₀√(1 ± 2J/(A+B)) = ω₀ ± Jω₀/(A+B) − ω₀J²/[2(A+B)²] + …,  ω₀² = (A−B)(A+B)

For the monomer, multiplying (A+B)(X+Y) = ω₀(X−Y) by (X+Y) and using (X+Y)(X−Y) = 1 gives (X+Y)² = ω₀/(A+B) = (A−B)/ω₀. The linear term is J(X+Y)², in agreement with the general result, and it is smaller than J when B > 0. The quadratic term shifts both levels down equally and is what a Hamiltonian of the form (10), which conserves the number of excitations, omits; it is small when |J| ≪ A+B.

For ethylene the full BSE lowers the monomer singlet from 13.684 to 12.316 eV and μ from 1.6252 to 1.3129 e·bohr. The dipole coupling scales by (1.3129/1.6252)² = 0.6526, so at 16 Å it is 2.600 × 0.6526 = 1.697 meV. Adding the octupole term gives 1.6970 + 0.0047 = 1.7017 meV, equal to the half-splitting of the full dimer BSE, 1.7017 meV (tested within 1%). The form of the coupling survives, but in this model the TDA value, 2.607 meV, is 53% larger than the full one, so the transition dipole in a Frenkel Hamiltonian has to come from the same level of the BSE as the spectrum it is meant to reproduce.

Computed results

```
geometry: C=C 1.34 A, C-H 1.09 A, HCC 121.0 deg; 8 occ, 6 vir orbitals
HF gap 17.414 eV; COHSEX gap Eg 18.613 eV
bare (hh|ll) 13.846 eV; W0 12.297 eV; K0 4.683 eV
Eg-W0 6.316 eV; Eg-W0+2K0 15.682 eV
monomer TDA triplet 6.177 eV, hl weight 0.9932
monomer TDA singlet 13.684 eV, hl weight 0.9206
monomer full-BSE singlet 12.316 eV
mu hl-only 1.8432, TDA 1.6252, full BSE 1.3129 e*bohr
mu TDA 4.131 D; third moments xxx,xyy,xzz 6.629, 2.771, 2.654 e*bohr^3
R 3.5 A: J_exch 262.195, dip 248.411, oct 12.766, D -3.178 meV
  half-split S 359.662, T 1.86e+01, J_W(hl) -5.32e-01 meV; S_h -1.57e-02, S_l -9.49e-03
R 4.0 A: J_exch 173.542, dip 166.416, oct 6.548, D -2.225 meV
  half-split S 182.818, T 1.79e+00, J_W(hl) -5.29e-02 meV; S_h -4.23e-03, S_l -2.45e-03
R 5.0 A: J_exch 87.501, dip 85.205, oct 2.146, D -0.840 meV
  half-split S 87.582, T 6.59e-03, J_W(hl) -1.38e-04 meV; S_h -1.74e-04, S_l -9.75e-05
R 8.0 A: J_exch 21.014, dip 20.802, oct 0.205, D -0.093 meV
  half-split S 21.016, T 2.30e-11, J_W(hl) -7.17e-16 meV; S_h -8.56e-11, S_l -4.75e-11
R 16.0 A: J_exch 2.607, dip 2.600, oct 0.006, D -0.003 meV
  half-split S 2.607, T 0.00e+00, J_W(hl) -3.40e-28 meV; S_h 0.00e+00, S_l 0.00e+00
-J_W/(S_h S_l) at 3.5, 4, 5 A: 3.57, 5.10, 8.15 eV
triplet R 3.5 A: te 239.14, th -338.65 meV, Delta 8.319 eV
  J_SE 19.4689, J_W+J_SE 18.9366, 4x4 exact 18.8409 meV
singlet R 3.5 A: te 242.00, th -294.21 meV, Delta 0.950 eV
  <1|A|2> 261.738, J_SE 149.875, sum 411.613 meV
triplet R 4.0 A: te 73.19, th -112.90 meV, Delta 8.794 eV
  J_SE 1.8791, J_W+J_SE 1.8262, 4x4 exact 1.8254 meV
singlet R 4.0 A: te 74.73, th -98.14 meV, Delta 1.426 eV
  <1|A|2> 173.496, J_SE 10.286, sum 183.782 meV
CT at 16 A: S 17.7149, T 17.7149, Eg-1/R 17.7130 eV (1/R 0.9000 eV)
dipole strength/mu^2 at 16 A: in-phase 1.9984, out-of-phase 4.6e-23
full BSE 16 A: half-split 1.7017, dip 1.6970, oct 0.0047 meV
head-to-tail 16 A: half-split -5.1785, dip -5.2005, oct 0.0211 meV
trimer 10 A: J1 10.7177, J2 1.3334 meV
  Frenkel E-E0: -14.505, -1.333, 15.838 meV
  full TDA E-E0: -14.586, -1.365, 15.758 meV
chain edges/J1: 2.4041, -1.8031; ring 2.4041, -1.8031
stack 10 A: dipole J1 10.651, edges 25.605, -19.204, width 44.809 meV
```
